**Connected diagrams and additive MP energies for separated H2 molecules**

For noninteracting closed-shell fragments, each connected Møller-Plesset diagram is the sum of its fragment values, so N separated H2 molecules have E2(N) = N E2(1) and E3(N) = N E3(1) even in delocalized orbitals. Here E2, E3 and E4 are the energy orders, W is the normal-ordered perturbation, and Z(T) is the reference expectation value of exp[−T(H0 − E0 + λW)]. The program asserts that the second- and third-order diagrams, summed in complex Bloch orbitals for N = 1, 2, 3, 4 and 6, equal N times the one-molecule closed forms. It asserts the same scaling through fourth order for one to five molecules, using perturbation theory in the full determinant space with real delocalized orbitals. It also asserts that ln Z is additive through fourth order for one and two molecules, and that the energies of an unequal H2 and LiH pair add. The output shows E2 = −0.013158 and E3 = −0.004846 hartree per H2 molecule in STO-3G at 1.4 bohr, together with the N² terms that cancel in the third and fourth orders. For two real H2 molecules, the remaining interaction shrinks steadily between 10 and 40 bohr.

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

## Program and output

```python
"""
Result under test: for noninteracting closed-shell fragments every connected
Moller-Plesset diagram is additive, so N separated H2 molecules have
E2(N) = N E2(1) and E3(N) = N E3(1) even in fully delocalized orbitals.

Symbols: eps = orbital energies; J11, J12, J22, K12 = Coulomb and exchange
integrals of the bonding (1) and antibonding (2) orbital of H2;
D = 2(eps1-eps2); WD = J11+J22-4*J12+2*K12; E2, E3, E4 = energy orders;
Z(T) = <0|exp(-T(H0-E0+lambda*W))|0>, W = H-H0-E1.
Energies are in hartree and lengths in bohr unless labelled otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, expm
from pyscf import ao2mo, gto, scf
from pyscf.fci import cistring, direct_spin1


def hartree_fock(atoms, basis):
    """Closed-shell Hartree-Fock and integrals in its canonical orbitals."""
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    n = c.shape[1]
    return dict(h=c.T @ mf.get_hcore() @ c,
                eri=ao2mo.restore(1, ao2mo.kernel(mol, c), n),
                eps=mf.mo_energy.copy(), nocc=mol.nelectron // 2,
                ehf=mf.e_tot)


def assemble(fragments):
    """Join fragments at infinite separation; occupied orbitals come first."""
    n = sum(len(f["eps"]) for f in fragments)
    nocc = sum(f["nocc"] for f in fragments)
    h, eri, eps = np.zeros((n, n)), np.zeros((n,) * 4), np.zeros(n)
    first_occ, first_vir = 0, nocc
    for f in fragments:
        no = f["nocc"]
        nv = len(f["eps"]) - no
        idx = np.r_[first_occ:first_occ + no, first_vir:first_vir + nv]
        h[np.ix_(idx, idx)] = f["h"]
        eri[np.ix_(idx, idx, idx, idx)] = f["eri"]
        eps[idx] = f["eps"]
        first_occ += no
        first_vir += nv
    assert eps[:nocc].max() < eps[nocc:].min()
    return dict(h=h, eri=eri, eps=eps, nocc=nocc)


def delocalize_real(system, n_mol):
    """Spread the orbitals of n_mol identical H2 with a real orthogonal matrix."""
    angle = 2 * np.pi * np.outer(np.arange(n_mol), np.arange(n_mol)) / n_mol
    spread = (np.cos(angle) + np.sin(angle)) / np.sqrt(n_mol)
    u = block_diag(spread, spread)
    fock = u.T @ np.diag(system["eps"]) @ u
    assert np.allclose(fock, np.diag(np.diag(fock)), atol=1e-11)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", system["eri"], u, u, u, u,
                    optimize=True)
    return dict(h=u.T @ system["h"] @ u, eri=eri, eps=np.diag(fock).copy(),
                nocc=system["nocc"])


def bloch_integrals(system, n_mol):
    """Integrals <pq|rs> in complex Bloch orbitals of n_mol identical H2."""
    k = np.arange(n_mol)
    wave = np.exp(2j * np.pi * np.outer(k, k) / n_mol) / np.sqrt(n_mol)
    u = block_diag(wave, wave)
    g = system["eri"].transpose(0, 2, 1, 3)
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, u.conj(), u.conj(), u, u,
                     optimize=True)


def connected_diagrams(eps, g, nocc):
    """E2 and the three classes of E3 from spin-orbital diagrams; g = <pq|rs>."""
    n = len(eps)
    spin = np.eye(2)
    v = np.einsum("pqrs,ac,bd->paqbrcsd", g, spin, spin).reshape((2 * n,) * 4)
    v = v - v.transpose(0, 1, 3, 2)
    e = np.repeat(eps, 2)
    o, w = slice(0, 2 * nocc), slice(2 * nocc, 2 * n)
    gap = (e[o, None, None, None] + e[None, o, None, None]
           - e[None, None, w, None] - e[None, None, None, w])
    t = v[w, w, o, o].transpose(2, 3, 0, 1) / gap
    tc = t.conj()
    second = np.einsum("ijab,ijab->", v[o, o, w, w], t) / 4
    x = np.einsum("abcd,ijcd->ijab", v[w, w, w, w], t, optimize=True)
    particle = np.sum(tc * x) / 8
    x = np.einsum("klij,klab->ijab", v[o, o, o, o], t, optimize=True)
    hole = np.sum(tc * x) / 8
    x = np.einsum("kbcj,ikac->ijab", v[o, w, w, o], t, optimize=True)
    ring = np.sum(tc * x)
    values = np.array([second, particle, hole, ring])
    assert np.abs(values.imag).max() < 1e-11
    return values.real


def determinant_space(system):
    """Diagonal of H0 and the action of H on all determinants."""
    n, nocc = len(system["eps"]), system["nocc"]
    strings = np.asarray(cistring.make_strings(range(n), nocc))
    filled = (strings[:, None] >> np.arange(n)) & 1
    level = filled @ system["eps"]
    h0 = level[:, None] + level[None, :]
    nelec = (nocc, nocc)
    h2 = direct_spin1.absorb_h1e(system["h"], system["eri"], n, nelec, 0.5)

    def apply_h(c):
        c = np.ascontiguousarray(c)
        return direct_spin1.contract_2e(h2, c, n, nelec).reshape(h0.shape)
    return h0, apply_h


def perturbation_orders(system):
    """Rayleigh-Schrodinger orders from their definition, no diagrams."""
    h0, apply_h = determinant_space(system)
    ref = np.zeros_like(h0)
    ref[0, 0] = 1.0
    denominator = h0[0, 0] - h0
    denominator[0, 0] = np.inf
    v_ref = apply_h(ref) - h0 * ref
    e1 = v_ref[0, 0]
    psi1 = v_ref / denominator
    v_psi1 = apply_h(psi1) - h0 * psi1
    norm = np.sum(psi1 * psi1)
    e2 = np.sum(v_ref * psi1)
    main3, renorm3 = np.sum(psi1 * v_psi1), -e1 * norm
    shifted = v_psi1 - e1 * psi1
    psi2 = shifted / denominator
    main4, renorm4 = np.sum(psi2 * shifted), -e2 * norm
    return dict(e1=e1, norm=norm, e2=e2, main3=main3, renorm3=renorm3,
                e3=main3 + renorm3, main4=main4, renorm4=renorm4,
                e4=main4 + renorm4)


def z_orders(system, time):
    """Coefficients of lambda^0..lambda^4 in Z(T) from one block exponential."""
    h0, apply_h = determinant_space(system)
    dim = h0.size
    columns = [apply_h(unit.reshape(h0.shape)).ravel() for unit in np.eye(dim)]
    w = np.array(columns).T - np.diag(h0.ravel())
    w -= w[0, 0] * np.eye(dim)
    a = np.diag(h0.ravel() - h0[0, 0])
    big = np.kron(np.eye(5), -time * a) + np.kron(np.eye(5, k=1), -time * w)
    return expm(big)[0, ::dim]


def log_orders(z):
    """Orders 2, 3, 4 of ln Z when the first-order term vanishes."""
    return np.array([z[2], z[3], z[4] - z[2] ** 2 / 2])


# One H2 molecule: closed forms against the determinant definition
bond = 1.4
h2 = hartree_fock(f"H 0 0 0; H 0 0 {bond}", "sto-3g")
eps1, eps2 = h2["eps"]
J11, J22 = h2["eri"][0, 0, 0, 0], h2["eri"][1, 1, 1, 1]
J12, K12 = h2["eri"][0, 0, 1, 1], h2["eri"][0, 1, 0, 1]
D = 2 * (eps1 - eps2)
WD = J11 + J22 - 4 * J12 + 2 * K12
t = K12 / D
E2, E3 = K12**2 / D, K12**2 * WD / D**2
E4 = K12**2 * (WD**2 - K12**2) / D**3
classes = np.array([J22, J11, 2 * K12 - 4 * J12]) * t**2
single = perturbation_orders(assemble([h2]))
assert np.allclose([single["e2"], single["e3"], single["e4"]], [E2, E3, E4],
                   atol=1e-10, rtol=0)
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"H2 bond length {bond:.1f} bohr, STO-3G; energies in hartree")
print(f"Hartree-Fock energy of one H2 {h2['ehf']:.6f}")
print(f"eps1 {eps1:.6f}  eps2 {eps2:.6f}  D {D:.6f}")
print(f"J11 {J11:.6f}  J12 {J12:.6f}  J22 {J22:.6f}  K12 {K12:.6f}")
print(f"WD {WD:.6f}  amplitude t (no unit) {t:.6f}")
print(f"one H2: E1 {single['e1']:.6f}  <Psi1|Psi1> (no unit) {single['norm']:.8f}")
print(f"one H2: E2 {E2:.8f}  E3 {E3:.8f}  E4 {E4:.8f}")
print(f"one H2: E2 {E2*hartree_ev:.5f} eV  E3 {E3*hartree_ev:.5f} eV")
print("E3 parts of one H2: particle ladder, hole ladder, particle-hole")
print("  " + "  ".join(f"{x:.8f}" for x in classes))

# Connected diagrams in Bloch orbitals
print("Bloch orbitals: N, nonzero <ab|ij> (count), size of each, E2, E3")
for n_mol in (1, 2, 3, 4, 6):
    system = assemble([h2] * n_mol)
    g = bloch_integrals(system, n_mol)
    pair = np.abs(g[n_mol:, n_mol:, :n_mol, :n_mol])
    nonzero = pair[pair > 1e-10]
    assert len(nonzero) == n_mol**3
    assert np.allclose(nonzero, K12 / n_mol, atol=1e-11)
    k = np.arange(n_mol)
    transfer = (k[:, None, None, None] + k[None, :, None, None]
                - k[None, None, :, None] - k[None, None, None, :]) % n_mol
    assert np.array_equal(pair > 1e-10, transfer == 0)
    parts = connected_diagrams(system["eps"], g, n_mol)
    assert np.allclose(parts, n_mol * np.r_[E2, classes], atol=1e-10, rtol=0)
    print(f"  {n_mol} {len(nonzero):4d} {nonzero.mean():.6f}"
          f" {parts[0]:.8f} {parts[1:].sum():.8f}")
print("E3 parts per molecule in Bloch orbitals, N = 6")
print("  " + "  ".join(f"{x:.8f}" for x in parts[1:] / n_mol))

# Determinant perturbation theory in real delocalized orbitals
print("Determinants: N, <Psi1|V|Psi1>, -E1<Psi1|Psi1>, sum E3")
fourth_lines = []
for n_mol in range(1, 6):
    r = perturbation_orders(delocalize_real(assemble([h2] * n_mol), n_mol))
    assert np.allclose([r["e2"], r["e3"], r["e4"]],
                       n_mol * np.array([E2, E3, E4]), atol=1e-9, rtol=0)
    growth = n_mol * E3 + n_mol**2 * single["e1"] * single["norm"]
    assert abs(r["main3"] - growth) < 1e-9
    growth = n_mol * E4 + n_mol**2 * E2 * single["norm"]
    assert abs(r["main4"] - growth) < 1e-9
    print(f"  {n_mol} {r['main3']:.8f} {r['renorm3']:.8f} {r['e3']:.8f}")
    fourth_lines.append(f"  {n_mol} {r['main4']:.8f} {r['renorm4']:.8f}"
                        f" {r['e4']:.8f}")
print("Determinants: N, main 4th-order term, -E2<Psi1|Psi1>, sum E4")
print("\n".join(fourth_lines))

# Exponentiation of connected diagrams and the long-time slope of ln Z
t_short, t_long = 12.0, 16.0
print(f"Z(T) at T = {t_short:.0f} atomic time units: N, Z4, Z2^2/2, (ln Z)_4")
logs = []
for n_mol in (1, 2):
    system = delocalize_real(assemble([h2] * n_mol), n_mol)
    z = z_orders(system, t_short)
    assert abs(z[1]) < 1e-10
    logs.append(log_orders(z))
    slope = (log_orders(z_orders(system, t_long)) - logs[-1]) / (t_long - t_short)
    assert np.allclose(-slope, n_mol * np.array([E2, E3, E4]), atol=1e-9, rtol=0)
    print(f"  {n_mol} {z[4]:.8f} {z[2]**2/2:.8f} {logs[-1][2]:.8f}")
print("  minus slope of ln Z for N = 2, orders 2, 3, 4 (hartree)")
print("  " + "  ".join(f"{-x:.8f}" for x in slope))
assert np.allclose(logs[1], 2 * logs[0], atol=1e-9, rtol=0)

# Unequal fragments
lih_bond = 3.0
h2_large = hartree_fock(f"H 0 0 0; H 0 0 {bond}", "6-31g")
lih = hartree_fock(f"Li 0 0 0; H 0 0 {lih_bond}", "sto-3g")
results = []
for members in ([h2_large], [lih], [h2_large, lih]):
    system = assemble(members)
    r = perturbation_orders(system)
    d = connected_diagrams(system["eps"], system["eri"].transpose(0, 2, 1, 3),
                           system["nocc"])
    assert abs(d[0] - r["e2"]) < 1e-8 and abs(d[1:].sum() - r["e3"]) < 1e-8
    results.append([r["e2"], r["e3"], r["e4"]])
results = np.array(results)
assert np.allclose(results[2], results[0] + results[1], atol=1e-8, rtol=0)
print(f"Unequal pair, LiH bond {lih_bond:.1f} bohr: E2, E3, E4")
for name, row in zip(("H2 6-31G", "LiH STO-3G", "both"), results):
    print(f"  {name:10s} " + "  ".join(f"{x:.8f}" for x in row))

# Two real parallel H2 molecules at finite distance
print("Two parallel H2: R (bohr), E2-2E2(1), E3-2E3(1) (hartree)")
excess = {}
for distance in (10.0, 20.0, 40.0):
    dimer = hartree_fock(f"H 0 0 0; H 0 0 {bond}; H {distance} 0 0;"
                         f"H {distance} 0 {bond}", "sto-3g")
    d = connected_diagrams(dimer["eps"], dimer["eri"].transpose(0, 2, 1, 3), 2)
    excess[distance] = np.array([d[0] - 2 * E2, d[1:].sum() - 2 * E3])
    print(f"  {distance:.0f} {excess[distance][0]:.3e} {excess[distance][1]:.3e}")
assert np.abs(excess[40.0]).max() < 1e-7
assert abs(excess[10.0].sum()) > 20 * abs(excess[20.0].sum())
assert abs(excess[20.0].sum()) > 20 * abs(excess[40.0].sum())

print("verified")
```

It prints:

```
H2 bond length 1.4 bohr, STO-3G; energies in hartree
Hartree-Fock energy of one H2 -1.116714
eps1 -0.578203  eps2 0.670268  D -2.496941
J11 0.674594  J12 0.663564  J22 0.697495  K12 0.181258
WD -0.919651  amplitude t (no unit) -0.072592
one H2: E1 -0.674594  <Psi1|Psi1> (no unit) 0.00526959
one H2: E2 -0.01315787  E3 -0.00484619  E4 -0.00171557
one H2: E2 -0.35804 eV  E3 -0.13187 eV
E3 parts of one H2: particle ladder, hole ladder, particle-hole
  0.00367552  0.00355484  -0.01207654
Bloch orbitals: N, nonzero <ab|ij> (count), size of each, E2, E3
  1    1 0.181258 -0.01315787 -0.00484619
  2    8 0.090629 -0.02631574 -0.00969237
  3   27 0.060419 -0.03947361 -0.01453856
  4   64 0.045314 -0.05263148 -0.01938475
  6  216 0.030210 -0.07894722 -0.02907712
E3 parts per molecule in Bloch orbitals, N = 6
  0.00367552  0.00355484  -0.01207654
Determinants: N, <Psi1|V|Psi1>, -E1<Psi1|Psi1>, sum E3
  1 -0.00840102 0.00355484 -0.00484619
  2 -0.02391172 0.01421935 -0.00969237
  3 -0.04653210 0.03199354 -0.01453856
  4 -0.07626215 0.05687740 -0.01938475
  5 -0.11310187 0.08887094 -0.02423093
Determinants: N, main 4th-order term, -E2<Psi1|Psi1>, sum E4
  1 -0.00178490 0.00006934 -0.00171557
  2 -0.00370848 0.00027735 -0.00343113
  3 -0.00577073 0.00062403 -0.00514670
  4 -0.00797165 0.00110939 -0.00686227
  5 -0.01031125 0.00173342 -0.00857783
Z(T) at T = 12 atomic time units: N, Z4, Z2^2/2, (ln Z)_4
  1 0.03015888 0.01164717 0.01851171
  2 0.08361211 0.04658869 0.03702343
  minus slope of ln Z for N = 2, orders 2, 3, 4 (hartree)
  -0.02631574  -0.00969237  -0.00343113
Unequal pair, LiH bond 3.0 bohr: E2, E3, E4
  H2 6-31G   -0.01739046  -0.00520926  -0.00160505
  LiH STO-3G -0.01280652  -0.00451879  -0.00169832
  both       -0.03019698  -0.00972804  -0.00330337
Two parallel H2: R (bohr), E2-2E2(1), E3-2E3(1) (hartree)
  10 -1.302e-06 -4.068e-08
  20 -2.290e-08 -2.201e-09
  40 -4.263e-10 -8.349e-11
verified
```
